# The orbital reduction factor of ferrocenium from its g values

## Problem

The ferrocenium ion has the low-spin configuration a1g² e2g³, which gives a ²E2g state. A frozen sample is described by two g values, 4.36 for a field along the ring–metal–ring axis \(z\) and 1.30 for a field perpendicular to it. Only magnitudes are given. Take an uncertainty of 0.02 in each.

1. Find the energies of the four ²E2g states under spin-orbit coupling and a static low-symmetry splitting \(\delta\) of the two orbital components.
2. Derive both g values of the lowest Kramers doublet, with the magnetic moment operator reduced by a factor \(k\) in its orbital part.
3. Extract \(k\) and its uncertainty.
4. With a rough effective spin-orbit constant \(\zeta=350\ \mathrm{cm^{-1}}\), find \(\delta\) and the gap to the next doublet.
5. Show that the data exclude an e2g¹ configuration, a ²A1g ground state and an undistorted ion.

## Hints

**Hint 1.** The e2g orbitals have \(m=\pm2\) about \(z\). Neither \(l_x\) nor \(l_y\) connects them, because those operators change \(m\) by one.

**Hint 2.** Count \(\sum l_z s_z\) over all three e2g electrons. The sign is that of a hole.

**Hint 3.** Within the ²E2g states the spin projection \(M_S\) is conserved in zero field, so the problem splits into two 2×2 matrices related by time reversal.

**Hint 4.** A perpendicular field acts on the spin alone. Its matrix element contains the overlap of two different orbital states.

**Hint 5.** Both g values depend on one mixing angle. Eliminate it.

## Solution

### 1. Energies

Label a state by \(\Lambda=\pm2\), the sum of the \(m\) values of its electrons, and by \(M_S=\pm\tfrac12\). The filled a1g orbital contributes neither spin nor orbital moment. For \(\Lambda=+2\) the orbital \(m=+2\) holds two electrons and \(m=-2\) holds one, since \(2+2-2=2\). The one-electron spin-orbit operator is \(\zeta\,\mathbf l\cdot\mathbf s\) with \(\zeta>0\), and by Hint 1 only its part \(\zeta l_zs_z\) acts within e2g. Hence

\[
\zeta\sum l_zs_z=\zeta\left[2\left(\tfrac12-\tfrac12\right)+(-2)M_S\right]=-2\zeta M_S .
\]

Reversing all \(m\) values reverses the sign, so in general

\[
E_{\rm so}=-\zeta\Lambda M_S .
\]

The states with parallel orbital and spin moments, \((+2,+\tfrac12)\) and \((-2,-\tfrac12)\), lie at \(-\zeta\). The other two lie at \(+\zeta\).

Now add a static potential \(V\) of low symmetry. It treats \(m=+2\) and \(m=-2\) alike on the diagonal, because their charge densities are equal; that common shift is dropped. The off-diagonal element is written \(\delta/2\), so that \(|\delta|\) is the orbital splitting without spin-orbit coupling. The relative phase of the two orbital states is chosen to make \(\delta\) positive.

For d orbitals this element is proportional to

\[
\int_0^{2\pi}e^{2i\phi}\,V(\phi)\,e^{2i\phi}\,d\phi ,
\]

which picks out the harmonic \(\cos4\phi\) (or \(\sin4\phi\)). Under a rotation by 72° the factor \(e^{4i\phi}\) gains the phase \(e^{i\,288^\circ}=e^{-i\,72^\circ}\), the behaviour of an e1 function; in the fivefold, centrosymmetric ion the distortion is therefore of e1g type. A \(\cos2\phi\) potential has no direct element. It acts in second order through the a1g orbital, \(m=+2\to0\to-2\), and can then be absorbed, to leading order, into an effective \(\delta\). Variation 1 treats the remaining effect on \(k\).

For \(M_S=+\tfrac12\), in the order \(\Lambda=+2,-2\), the matrix is

\[
H_\uparrow=\begin{pmatrix}-\zeta&\delta/2\\ \delta/2&\zeta\end{pmatrix}.
\]

Its trace is zero and its determinant is \(-(\zeta^2+\delta^2/4)\), so the energies are

\[
E=\pm\tfrac12W,\qquad W=\sqrt{4\zeta^2+\delta^2}.
\]

Define \(\alpha\) between 0 and 90° by

\[
\cos\alpha=\frac{2\zeta}{W},\qquad \sin\alpha=\frac{\delta}{W},\qquad \tan\alpha=\frac{\delta}{2\zeta}.
\]

The lower state is

\[
|a\rangle=\left(\cos\tfrac\alpha2\,|{+2}\rangle-\sin\tfrac\alpha2\,|{-2}\rangle\right)|\uparrow\rangle .
\]

To check it, apply the first row of \(H_\uparrow\), written with \(\zeta=\tfrac12W\cos\alpha\) and \(\delta=W\sin\alpha\):

\[
-\tfrac W2\left(\cos\alpha\cos\tfrac\alpha2+\sin\alpha\sin\tfrac\alpha2\right)=-\tfrac W2\cos\tfrac\alpha2 .
\]

The second row gives

\[
\tfrac W2\left(\sin\alpha\cos\tfrac\alpha2-\cos\alpha\sin\tfrac\alpha2\right)=\tfrac W2\sin\tfrac\alpha2=-\tfrac W2\left(-\sin\tfrac\alpha2\right),
\]

as required. For \(M_S=-\tfrac12\) the two diagonal elements are exchanged, so the partner is

\[
|b\rangle=\left(\cos\tfrac\alpha2\,|{-2}\rangle-\sin\tfrac\alpha2\,|{+2}\rangle\right)|\downarrow\rangle .
\]

These two states are the ground Kramers doublet. The next doublet lies higher by \(W\).

### 2. The g values

The Zeeman operator is \(\mu_B\mathbf B\cdot(k\mathbf L+g_e\mathbf S)\), where \(g_e=2.00232\) and \(\mathbf L\) has its bare d-orbital elements. The spin-orbit constant \(\zeta\) is already that of the complex, so it is not multiplied by \(k\) again.

For a parallel field,

\[
\langle a|L_z|a\rangle=2\cos^2\tfrac\alpha2-2\sin^2\tfrac\alpha2=2\cos\alpha,\qquad \langle a|S_z|a\rangle=\tfrac12 .
\]

State \(|b\rangle\) has the opposite values, and the field does not connect states of different spin. The splitting is twice the energy of \(|a\rangle\), so

\[
g_\parallel=2\left(2k\cos\alpha+\tfrac12g_e\right)=g_e+4k\cos\alpha .
\]

For a perpendicular field, \(L_x\) and \(L_y\) have no elements within the four states. The spin part gives \(\langle\uparrow|S_x|\downarrow\rangle=\tfrac12\) times the orbital overlap:

\[
\langle a|S_x|b\rangle=\tfrac12\left(-\cos\tfrac\alpha2\sin\tfrac\alpha2-\sin\tfrac\alpha2\cos\tfrac\alpha2\right)=-\tfrac12\sin\alpha .
\]

The diagonal elements vanish. A 2×2 matrix with only an off-diagonal element \(c\) has splitting \(2|c|\), hence

\[
g_\perp=g_e\sin\alpha .
\]

\(S_y\) has an element of the same magnitude, so \(g_x=g_y\) in this model although the distortion has removed the axial symmetry.

The limits show what each term does. At \(\delta=0\) the two partners have orthogonal orbital parts; a perpendicular field cannot turn the spin without also turning the orbital moment, and \(g_\perp=0\). For \(\delta\gg2\zeta\) the orbital moment is quenched and both g values tend to \(g_e\).

### 3. Extracting \(k\)

Since \(\sin^2\alpha+\cos^2\alpha=1\),

\[
\left(\frac{g_\parallel-g_e}{4k}\right)^2+\left(\frac{g_\perp}{g_e}\right)^2=1 ,
\]

and, with \(k>0\),

\[
k=\frac{g_\parallel-g_e}{4\sqrt{1-(g_\perp/g_e)^2}} .
\]

The numbers are

\[
\sin\alpha=\frac{1.30}{2.00232}=0.6492,\qquad \cos\alpha=0.7606,\qquad \alpha=40.5^\circ,
\]

\[
k=\frac{4.36-2.00232}{4\times0.7606}=0.775 .
\]

With \(g_e\) rounded to 2 the result is 0.776.

For the uncertainty, put \(u=g_\perp/g_e\), so that \(k=\tfrac14(g_\parallel-g_e)(1-u^2)^{-1/2}\). Then

\[
\frac{\partial k}{\partial g_\parallel}=\frac1{4\cos\alpha}=0.329,
\]

\[
\frac{\partial k}{\partial g_\perp}=\frac{k\,u}{g_e(1-u^2)}=\frac{k\,g_\perp}{g_e^2\cos^2\alpha}=0.434 .
\]

For independent errors of 0.02,

\[
\sigma_k=0.02\sqrt{0.329^2+0.434^2}=0.011 .
\]

Thus \(k=0.775\pm0.011\). The expression for \(\partial k/\partial g_\perp\) also shows when the extraction fails: as \(g_\perp\) approaches \(g_e\), \(\cos\alpha\) tends to zero and a small error in \(g_\perp\) produces a large one in \(k\).

The factor \(k\) is not simply the metal share of the e2g orbital. If the orbital is a sum of metal and ring parts, \(\langle l_z\rangle\) contains a metal term, a cross term and a ring term. If the last two are neglected, \(k\) equals the squared metal coefficient.

### 4. Energies for the assumed \(\zeta\)

The g values fix the ratio

\[
\frac{\delta}{2\zeta}=\tan\alpha=0.854,
\]

but neither energy separately. With \(\zeta=350\ \mathrm{cm^{-1}}\),

\[
\delta=700\times0.8536=598\ \mathrm{cm^{-1}}\ (74\ \mathrm{meV}),
\]

\[
W=\frac{700}{0.7606}=920\ \mathrm{cm^{-1}}\ (114\ \mathrm{meV}).
\]

Both scale in proportion to \(\zeta\). The upper doublet then holds a fraction of about \(10^{-29}\) of the ions at 20 K and 1.2 % at 298 K, counting the two doublets alone. Describing the sample by its ground doublet is therefore justified at low temperature.

As a test of the derivation, five independent electrons were placed in a complete d shell, giving 252 determinants, with a1g and e1g each moved \(10^7\ \mathrm{cm^{-1}}\) from e2g. With the values of \(k\), \(\delta\) and \(\zeta\) above, the moment matrices of the lowest doublet gave \(g_x=g_y=1.3000\) and \(g_z=4.3600\). The level splitting in a field of 0.3 T gave the same two values.

### 5. Excluding the alternatives

A single e2g electron has spin-orbit energy \(+\zeta\Lambda M_S\). Its ground doublet has opposed orbital and spin moments, so

\[
g_\parallel=|g_e-4k\cos\alpha| ,
\]

while \(g_\perp=g_e\sin\alpha\) is unchanged. With \(k=0.775\) this gives \(g_\parallel=0.36\). To reach 4.36 with positive \(k\) one needs \(4k\cos\alpha=4.36+g_e\), or \(k=2.09\), twice the pure d value and no reduction at all. The same small \(g_\parallel\) belongs to the upper doublet of e2g³.

A ²A1g state has \(m=0\) and no first-order orbital moment. Its g values are near 2.00 in all directions when the other levels are remote. Spin-orbit mixing with an e1g level 17 000 cm⁻¹ above a1g lowers the perpendicular value by about 0.1, to 1.90 for \(k=0.775\) and \(\zeta=350\ \mathrm{cm^{-1}}\) (1.88 for \(k=1\)), and leaves the parallel value near 2.00. Both cases are contrary to the data.

An undistorted ion has \(g_\perp=0\), against 1.30. If one nevertheless used \(g_\parallel=g_e+4k\), one would find \(k=0.589\). The distortion has removed part of the orbital moment, and that loss would be wrongly assigned to \(k\).

## Variation 1: the other d levels at finite energy

Let e1g lie \(\Delta=20\,000\ \mathrm{cm^{-1}}\) above e2g and a1g lie \(3000\ \mathrm{cm^{-1}}\) below it, and let a \(\cos2\phi\) potential couple a1g to each e2g orbital by \(v=300\ \mathrm{cm^{-1}}\). These are round effective one-electron values. The low-symmetry potentials can also split e1g and couple it directly to a1g and e2g; those elements are left out here. How does \(k\) change if the g values and \(\zeta\) are held fixed?

For independent electrons, the five-electron state is a set of filled Kramers pairs plus one electron in the upper e2g pair. Filled pairs have no net moment. The odd electron occupies one of

\[
|A\rangle=c|2\uparrow\rangle+s|{-2}\uparrow\rangle,\qquad |B\rangle=c|{-2}\downarrow\rangle+s|2\downarrow\rangle,
\]

with \(c=\cos(\alpha/2)\) and \(s=\sin(\alpha/2)\). These give the same moments as before.

**Mixing with e1g.** The operator \(\tfrac12\zeta(l_+s_-+l_-s_+)\) cannot act on \(|2\uparrow\rangle\), where both projections are already at their maximum. It connects \(|{-2}\uparrow\rangle\) to \(|{-1}\downarrow\rangle\) with element \(\tfrac12\zeta\times2=\zeta\). To first order \(|A\rangle\) gains \(-\eta s|{-1}\downarrow\rangle\) and \(|B\rangle\) gains \(-\eta s|1\uparrow\rangle\), where \(\eta=\zeta/\Delta=0.0175\). Since \(\langle2|l_x|1\rangle=\langle{-1}|l_x|{-2}\rangle=1\),

\[
\langle A|L_x|B\rangle=-2\eta cs=-\eta\sin\alpha,\qquad g_\perp\approx(g_e-2k\eta)\sin\alpha .
\]

The change in \(g_\parallel\) at fixed \(\alpha\) is of second order in \(\eta\). With \(2k\eta=0.027\), the required \(\sin\alpha\) rises to \(1.30/1.975=0.658\), \(\cos\alpha\) falls to 0.753, and \(k=2.358/(4\times0.753)=0.783\). Full diagonalization also gives 0.783.

**Mixing with a1g.** For \(\delta>0\) the odd electron's orbital couples to \(m=0\) with element \(v(c+s)\), across an energy \(3000+W/2\approx3460\ \mathrm{cm^{-1}}\). The squared admixture is

\[
\epsilon^2=\frac{v^2(1+\sin\alpha)}{3460^2}\approx0.012 .
\]

After normalization the orbital moment is \(2\cos\alpha/(1+\epsilon^2)\) and the overlap of the partners is \((\sin\alpha+\epsilon^2)/(1+\epsilon^2)\). Holding that overlap at 0.649 requires \(\sin\alpha=0.645\) and \(\cos\alpha=0.764\), whence

\[
k=\frac{2.358\times1.012}{4\times0.764}=0.781 ,
\]

again as found by diagonalization. The indirect path through a1g now supplies part of the splitting, and the direct \(\delta\) falls to 539 cm⁻¹.

With both mixings present the refitted \(k\) is 0.789 for either sign of the direct \(\delta\), a rise of 0.014 over the simple formula. The mean of \(g_x\) and \(g_y\) was held at 1.30. They separate by 0.010 for positive \(\delta\) and 0.005 for negative \(\delta\), less than the assumed uncertainty of 0.02.

## Variation 2: a vibrating ion

Suppose that the E2g components are coupled to a pair of e1g vibrations as well as to the static distortion. Can the simple formula still be trusted?

Each Kramers partner now has a spatial part containing orbital and vibrational motion. Call these parts \(|\chi\rangle\) and \(|\bar\chi\rangle\), for spin up and down. Let \(\sigma=\Lambda/2\), with eigenvalues \(\pm1\), and let

\[
z=\langle\chi|\sigma|\chi\rangle=-\langle\bar\chi|\sigma|\bar\chi\rangle,\qquad S=|\langle\chi|\bar\chi\rangle| .
\]

The earlier steps give \(g_\parallel=g_e+4kz\) and \(g_\perp=g_eS\). For a static ion \(z=\sqrt{1-S^2}\). In general, consider

\[
D=|\chi\rangle\langle\chi|-|\bar\chi\rangle\langle\bar\chi| .
\]

It has at most two nonzero eigenvalues. Its trace is zero and \(\mathrm{Tr}\,D^2=2-2S^2\), so they are \(\pm\sqrt{1-S^2}\). No expectation value of \(\sigma\) exceeds one in magnitude, therefore

\[
2z=\mathrm{Tr}(\sigma D)\le2\sqrt{1-S^2} .
\]

The simple formula returns \(k_{\rm app}=kz/\sqrt{1-S^2}\), and so \(k_{\rm app}\le k\). Within the E2g states, this vibronic coupling can make the apparent factor too small but not too large.

To size the effect, take two modes with quantum \(\hbar\omega=400\ \mathrm{cm^{-1}}\) and the linear coupling

\[
\sqrt{E_{\rm JT}\hbar\omega}\left[\sigma_x(a_1+a_1^\dagger)+\sigma_y(a_2+a_2^\dagger)\right],
\]

where \(\sigma_x,\sigma_y\) are Pauli matrices in the basis \(\Lambda=\pm2\), \(a_1,a_2\) lower the vibrational quanta, and \(E_{\rm JT}\) is the Jahn–Teller energy. At fixed \(\zeta\), both \(k\) and \(\delta\) were adjusted to reproduce the given g values.

- For \(E_{\rm JT}=40\ \mathrm{cm^{-1}}\), \(k=0.805\) and \(\delta=538\ \mathrm{cm^{-1}}\).
- For \(E_{\rm JT}=80\ \mathrm{cm^{-1}}\), \(k=0.837\) and \(\delta=483\ \mathrm{cm^{-1}}\).

Enlarging the vibrational basis from 8 to 11 quanta changes \(k\) by less than \(10^{-11}\). The shifts from 0.775, about 0.03 and 0.06, exceed both the error from the g values and the shift of 0.014 found with the parameters of Variation 1. This order is not general, because the a1g part of that shift grows roughly as \(v^2\).

For a real ferrocenium salt, \(\zeta\) of a few hundred cm⁻¹ is a reasonable rough size for iron, while \(\delta\) includes the influence of the counterions and the host and need not carry over from one salt to another. The level energies and vibrational couplings used in the variations are illustrative, not determined for a particular salt. With the parameters chosen in the two variations, the vibrational coupling moves \(k\) more than the other d levels do. The value 0.775 is thus best read as an effective factor of the static E2g model; its uncertainty of 0.011 covers the g values, not the choice of model. The complete set of values is in the numerical output.

## Table of computed values

```
given g_par = 4.36, g_perp = 1.30 (no unit)
free-electron g_e = 2.00232 (no unit)
sin alpha = 0.6492, cos alpha = 0.7606 (no unit)
alpha = 40.48 degrees
orbital reduction factor k = 0.7750 (no unit)
k with g_e rounded to 2 = 0.7764 (no unit)
k if distortion were ignored = 0.5894 (no unit)
ratio delta/(2 zeta) = 0.8536 (no unit)
dk/dg_par = 0.3287, dk/dg_perp = 0.4344 (no unit)
assumed g error = 0.02, k error = 0.0109 (no unit)
rough zeta = 350 cm^-1
delta = 597.5 cm^-1 = 74.1 meV
doublet gap = 920.4 cm^-1 = 114.1 meV
upper-doublet population at 20 K = 1.76e-29 (fraction)
upper-doublet population at 298 K = 1.16e-02 (fraction)
five-electron g: x 1.3000, y 1.3000, z 4.3600 (no unit)
finite-field g at 0.3 T: perp 1.3000, par 4.3600 (no unit)
upper doublet g_par = 0.3554 (no unit)
e2g^1 alternative g_par = 0.3554 (no unit)
k needed by e2g^1 alternative = 2.0913 (no unit)
2A1g alternative g: perp 2.0021, par 2.0023 (no unit)
mixing model: e1g above e2g by 20000 cm^-1
mixing model: a1g below e2g by 3000 cm^-1
mixing model: a1g-e2g coupling = 300 cm^-1
refit e1g only: k = 0.7832, shift = +0.0083 (no unit)
  delta = 617.8 cm^-1; g_x = 1.3000, g_y = 1.3000
refit a1g only: k = 0.7807, shift = +0.0057 (no unit)
  delta = 539.2 cm^-1; g_x = 1.3000, g_y = 1.3000
refit both, delta>0: k = 0.7894, shift = +0.0144 (no unit)
  delta = 560.3 cm^-1; g_x = 1.2948, g_y = 1.3052
refit both, delta<0: k = 0.7890, shift = +0.0140 (no unit)
  delta = -676.0 cm^-1; g_x = 1.2976, g_y = 1.3024
vibronic model: mode energy = 400 cm^-1
Jahn-Teller energy 40 cm^-1: electronic k = 0.8047, delta = 538.2 cm^-1
  k shift, basis 8 to 11 quanta = 9.8e-15 (no unit)
Jahn-Teller energy 80 cm^-1: electronic k = 0.8374, delta = 483.0 cm^-1
  k shift, basis 8 to 11 quanta = 4.6e-12 (no unit)
```
